# Does atomic layer etching always remove one atomic layer per cycle?

**Question**

I am learning about plasma atomic layer etching. Each cycle has two steps: a plasma exposure modifies the surface, and a second step removes the modified material. I understood the name to mean that each cycle takes off one atomic layer.

In my data the etch per cycle levels off when I lengthen the exposure, so the modification looks self-limiting. But under one set of conditions the plateau lies well below the layer spacing, and under another it is several times the spacing. Is the process not really atomic layer etching in those cases, or is my idea of "one layer" wrong? What decides the value of the plateau?

**Answer**

The idea of "one layer" is wrong. Self-limitation means that the modified amount approaches a finite limit as the exposure is lengthened. It does not say what that limit is. A simple model shows one way in which it can be set. Which mechanism acts in a given material has to be found by experiment.

**The model**

Treat the solid as independent atomic columns with layer spacing \(d\). During exposure a column has \(m=0,1,2,\dots\) modified layers, contiguous from the top. Two processes change \(m\):

- Reactant crosses the \(m\) modified layers and converts the next one, at rate \(k_m=k_0e^{-am}\) with \(a=d/\lambda\). The decay length \(\lambda\) measures how well the reactant penetrates.
- The plasma also drives reactant out of the column, so that the deepest modified layer reverts. This happens at rate \(r\) whenever \(m>0\).

Both processes stop when the plasma is off. The removal step is taken as ideal: it removes every modified layer and no unmodified atoms. Each column then starts the next exposure with \(m=0\), so every cycle with a saturated exposure removes on average

\[
\text{etch per cycle}=d\,\langle m\rangle ,
\]

where \(\langle m\rangle\) is the saturated mean. The question is now what values \(\langle m\rangle\) can take.

**The saturated distribution**

Let \(p_m\) be the probability that a column has \(m\) modified layers. The net probability flow from \(m\) to \(m+1\) is

\[
J_m=k_mp_m-r\,p_{m+1}.
\]

The state \(m=0\) exchanges probability with \(m=1\) alone, and every other state with its two neighbours:

\[
\frac{dp_0}{dt}=-J_0,\qquad \frac{dp_m}{dt}=J_{m-1}-J_m\quad(m\ge1).
\]

In the saturated state the left sides vanish. The first equation gives \(J_0=0\), the second then gives \(J_1=0\), and so on up the chain. With \(K=k_0/r\), zero flow means

\[
p_{m+1}=\frac{k_m}{r}\,p_m=K e^{-am}p_m .
\]

Applying this \(m\) times from \(p_0\) gives \(m\) factors of \(K\), and the exponents add up to \(0+1+\dots+(m-1)=m(m-1)/2\). Hence

\[
p_m=\frac{K^m w_m}{Z},\qquad w_m=e^{-am(m-1)/2},\qquad Z=\sum_{m=0}^{\infty}K^mw_m .
\]

For \(a>0\) the quadratic exponent makes the sum converge, so a saturated state exists for every \(K\), whatever its mean depth.

**One layer is one point on a continuous curve**

Since \(K\,dK^m/dK=mK^m\), differentiating \(\ln Z\) gives

\[
\frac{d\ln Z}{d\ln K}=\frac1Z\sum_m mK^mw_m=\langle m\rangle .
\]

Differentiating once more, with the quotient rule,

\[
\frac{d\langle m\rangle}{d\ln K}
=\frac1Z\sum_m m^2K^mw_m-\left(\frac1Z\sum_m mK^mw_m\right)^2
=\langle m^2\rangle-\langle m\rangle^2>0 .
\]

The variance is positive because more than one value of \(m\) has nonzero probability. At fixed \(a\), therefore, \(\langle m\rangle\) rises continuously with \(K\).

It starts from zero, because \(Z\to1\) and \(\langle m\rangle\to0\) as \(K\to0\). It has no upper bound: for any chosen \(M\), the ratios \(p_m/p_M\) with \(m<M\) tend to zero as \(K\to\infty\), so practically every column then has at least \(M\) modified layers. Every positive value of \(\langle m\rangle\) thus occurs for some \(K\), and self-limitation alone does not single out the value one. When \(a\) is large, however, the curve is a staircase: the mean stays close to one over a wide range of \(K\), as the condition for removing one layer will show, and close to two, three and so on over ranges of larger \(K\) that are equally wide in \(\ln K\).

**A fraction of a layer**

For small \(K\), keep the terms up to \(K^2\) in the numerator and up to \(K\) in the denominator:

\[
\langle m\rangle\approx\frac{K+2K^2e^{-a}}{1+K}\approx K+(2e^{-a}-1)K^2 .
\]

To leading order \(\langle m\rangle\approx K\). Conversion is much slower than reversal, so at any moment most columns are unmodified.

As an example with round parameters, take \(d=0.25\) nm and \(r=1\ \mathrm{s^{-1}}\), which I keep throughout, with \(k_0=0.5\ \mathrm{s^{-1}}\) and \(\lambda=0.10\) nm. Then \(K=0.5\) and \(a=2.5\). This \(K\) is not very small, so I use the full distribution: \(p_0=0.658\), \(p_1=0.329\), \(p_2=0.0135\), with negligible probability beyond. The mean is

\[
\langle m\rangle\approx0.329+2(0.0135)=0.356,
\]

and the etch per cycle is \(0.356\times0.25\ \text{nm}=0.089\) nm. The mean number of modified layers is 0.355 after 5 s and 0.356 after both 10 s and 20 s. The plateau is real, and it lies near one third of a layer.

**Several layers**

For large \(K\), complete the square in the exponent of \(K^mw_m\):

\[
m\ln K-\frac a2m(m-1)
=-\frac a2\left[m^2-2m\left(\frac12+\frac{\ln K}{a}\right)\right]
=-\frac a2(m-m_0)^2+\frac a2m_0^2,
\]

\[
m_0=\frac12+\frac{\ln K}{a}=\frac12+\frac{\lambda}{d}\ln K .
\]

The last term does not depend on \(m\) and cancels in the normalization. What remains is a Gaussian sampled at the integers, with width \(1/\sqrt a\). Two conditions give \(\langle m\rangle\approx m_0\) and a variance near \(1/a\): the centre must lie several widths above zero, so that the cut at \(m=0\) does not matter, and the width must not be small compared with one layer, so that the sum behaves like an integral.

Take \(k_0=100\ \mathrm{s^{-1}}\) and \(\lambda=0.25\) nm, so \(K=100\) and \(a=1\). Then

\[
\langle m\rangle\approx0.5+4.605=5.105,\qquad
\text{etch per cycle}\approx5.105\times0.25\ \text{nm}=1.28\ \text{nm}.
\]

The full distribution gives the same mean to the digits shown. The mean depth is 4.85 layers after 2 s, 5.08 after 5 s, 5.10 after 10 s and 5.11 after 20 s. This exposure is self-limiting too, at about five layers. The front stops where its advance, slowed by the material above it, is balanced by reversal.

**When one layer really is removed**

For nearly every column to lose one layer after a saturated exposure with reversal, \(p_0\) and \(p_2\) must both be small compared with \(p_1\). The recursion gives

\[
\frac{p_0}{p_1}=\frac1K=\frac r{k_0},\qquad
\frac{p_2}{p_1}=Ke^{-a}=\frac{k_1}{r}.
\]

Higher states are then smaller still, because the ratio \(p_{m+1}/p_m=Ke^{-am}\) falls with \(m\). The condition is therefore

\[
k_0\gg r\gg k_1 .
\]

The top layer must convert much faster than it reverts, and the second must convert much more slowly than it reverts. In terms of \(K\) and \(a\) the condition reads \(1\ll K\ll e^a\), so poor penetration leaves a wide range of \(K\) that satisfies it. This is a demand on the chemistry and the penetration, in addition to self-limitation.

Keep \(k_0=100\ \mathrm{s^{-1}}\) but reduce \(\lambda\) to 0.02 nm, so that \(a=12.5\). The ratios become \(p_0/p_1=0.010\) and \(p_2/p_1=0.00037\). About 99% of the columns have one modified layer, the mean is 0.99 layer and the etch per cycle is 0.248 nm. Compared with the five-layer case, nothing has changed except the decay length. A \(\lambda\) this far below the layer spacing is not a literal penetration depth; it stands for a second layer that converts far more slowly than the first. The Gaussian estimate does not apply here, because its width, \(1/\sqrt{12.5}\approx0.28\) layer, is small compared with one layer.

**A mean of one layer can mislead**

Suppose you measure an etch per cycle equal to the layer spacing. That fixes \(\langle m\rangle=1\), but not the distribution. At \(\lambda=0.25\) nm the model reaches this mean for \(k_0=1.386\ \mathrm{s^{-1}}\), with

\[
p_0=0.3092,\quad p_1=0.4285,\quad p_2=0.2185,\quad p_3=0.0410,\quad p_4=0.0028 .
\]

Fewer than half of the columns lose one layer in a cycle. Nearly a third lose nothing, and about a quarter lose two or more. The average is one layer, but the removal is not layer by layer.

**A second route to a fraction: blocked sites**

In the model above, the fractional plateau depends on the balance between conversion and reversal, through \(K\) and \(a\). A fraction can also arise with no reversal at all, if each adsorbed reactant hinders adsorption next to it.

Consider a long row of surface atoms. A vacant site is hit at rate \(k\), and the reactant sticks permanently if both neighbouring sites are vacant. Let \(E_n\) be the probability that \(n\) given consecutive sites are all vacant. For \(n\ge2\), such a run is lost in two ways:

- Each of its \(n-2\) interior sites has both neighbours inside the run, and so fills at rate \(k\).
- Each of its two end sites can fill if the site just beyond is vacant as well, which requires a vacant run of length \(n+1\).

Therefore

\[
\frac{dE_n}{dt}=-(n-2)kE_n-2kE_{n+1}.
\]

Try \(E_n=e^{-(n-2)kt}\varphi(t)\). The derivative of the exponential reproduces the first term on the right. Dividing what is left by \(e^{-(n-2)kt}\) gives

\[
\frac{d\varphi}{dt}=-2ke^{-kt}\varphi .
\]

The index \(n\) has dropped out, so one function serves all \(n\ge2\). The row starts empty, which means \(\varphi(0)=1\), and integration gives

\[
\varphi(t)=\exp\left[-2\left(1-e^{-kt}\right)\right].
\]

A site fills when it and both its neighbours are vacant, so the coverage \(\theta\) obeys

\[
\frac{d\theta}{dt}=kE_3=ke^{-kt}\varphi=-\frac12\frac{d\varphi}{dt}.
\]

With \(\theta(0)=0\),

\[
\theta(t)=\frac{1-\varphi(t)}2,\qquad
\theta_{\text{sat}}=\frac{1-e^{-2}}2=0.432 .
\]

If the surface consists of such rows, if each adsorbate takes one atom with it, and if blocking acts regardless of height differences between neighbours, each cycle removes 0.432 layer, or \(0.432\times0.25\ \text{nm}=0.108\) nm. A random-arrival simulation on 400,000 sites gives a coverage of 0.4322.

Here a larger flux raises \(k\) and brings the plateau sooner, but does not change its height. The number 0.432 belongs to this row geometry; another blocking pattern needs its own calculation.

**Check that the plateau is a plateau**

Return to the penetration model and set \(r=0\). Now nothing balances the advance, and no finite limit exists. The time needed to modify \(m\) layers is a sum of independent waiting times,

\[
T_m=\sum_{i=0}^{m-1}\frac{\xi_i}{k_i},
\]

where the \(\xi_i\) are exponentially distributed with mean one. Separate the first term of \(T_{m+1}\) and use \(k_{i+1}=e^{-a}k_i\):

\[
T_{m+1}=\frac{\xi_0}{k_0}+e^a\sum_{i=0}^{m-1}\frac{\xi_{i+1}}{k_i}.
\]

The last sum has the same distribution as \(T_m\). The first term amounts to shifting \(t\) by about \(e^{-a}/k_0\). The mean depth changes negligibly over such a shift once \(t\) is large compared with both \(1/k_0\) and \(1/(ak_0)\); for small \(a\) the second requirement is the stricter one. Then the chance of having at least \(m+1\) layers at time \(e^at\) equals the chance of having at least \(m\) layers at time \(t\). Summing these probabilities over \(m\ge0\) gives the mean depth on the left, and one plus the mean depth on the right:

\[
\langle m(e^at)\rangle\approx\langle m(t)\rangle+1 .
\]

Averaged over each factor \(e^a\) in time, the growth is logarithmic. For \(a\) near one it is smooth; for large \(a\) it is a staircase in \(\ln t\), with nearly flat stretches between steps. For \(k_0=100\ \mathrm{s^{-1}}\) and \(a=1\), the mean depth is 7.17 layers at 10 s, 7.86 at 20 s and 8.55 at 40 s. Each doubling of the exposure adds about 0.69 layer, which is less than 10% of the depth already reached. With scattered data over a narrow range of times this can pass for saturation. With \(r=1\ \mathrm{s^{-1}}\), by contrast, the mean changes by only about 0.001 layer between 10 s and 20 s. Vary the exposure by a large factor before you call the step saturated.

Even then, very slow growth cannot be excluded. With \(r=0\), \(k_0=100\ \mathrm{s^{-1}}\) and \(a=12.5\), the first layer takes 0.01 s on average and the second about 2700 s. Exposures of a few seconds then show a flat plateau at one layer, although no finite limit exists. For practical purposes such a step is self-limiting.

**Many cycles, and the limits of the model**

Because the columns are independent and restart at \(m=0\), both the means and the variances of successive cycles add. After \(N\) cycles

\[
\text{mean depth}=Nd\langle m\rangle,\qquad
\text{height spread}=d\sqrt{N\,\mathrm{Var}(m)} .
\]

In the five-layer case \(\mathrm{Var}(m)=1.00\), so six cycles remove \(6\times1.28\approx7.7\) nm with a spread of \(0.25\sqrt6\approx0.61\) nm. In the nearly ideal one-layer case the predicted spread is about 0.06 nm. A reproducible etch per cycle is therefore no proof of a smooth surface. Real surfaces have lateral smoothing and redeposition, which this model leaves out, so these spreads should not be carried over to a real film.

The relation between etch per cycle and modified depth also rests on ideal removal. If the removal step leaves modified material behind, the etch per cycle falls below the depth modified at saturation. When the removal step reaches only a limited depth and the modified region is deeper than that, the reach of the removal step sets the plateau, and the etch per cycle can be flat against exposure even though the modified depth is still growing. If it sputters unmodified atoms, it adds an amount that grows with removal time. So vary the duration of the removal step as well as that of the exposure.

For your data, this means that neither plateau disqualifies the process. If the etch per cycle is flat against both step times over a wide range, you can treat the cycle as self-limiting within that range, whether it removes 0.09 nm or 1.28 nm. Report the value in nanometres per cycle, and treat "one layer" as something to be shown separately. For the weak, one-layer and five-layer cases with reversal, the numerical output below lists the main saturated probabilities and the mean depth at several exposure times.

## Values computed for the example and the checks

```
layer spacing = 0.25 nm; retreat rate r = 1.0 1/s
exposure per cycle = 20 s
simulation: 20000 columns, 6 cycles
[weak] k0 = 0.5 1/s, decay length = 0.10 nm, K = 0.5, a = 2.50
  mean layers at 0.5 s: 0.1778, 1 s: 0.2649, 2 s: 0.3304, 5 s: 0.3550, 10 s: 0.3559, 20 s: 0.3559
  saturated p_0..p_8 = 0.6576 0.3288 0.0135 0.0000 0.0000 0.0000 0.0000 0.0000 0.0000
  saturated mean = 0.3559 layers, variance = 0.2565 layers^2
  etch per cycle = 0.0890 nm
  simulated mean per cycle = 0.3552 layers
  height spread after 6 cycles: simulated 0.311 nm, predicted 0.310 nm
[confined] k0 = 100.0 1/s, decay length = 0.02 nm, K = 100.0, a = 12.50
  mean layers at 0.5 s: 0.9902, 1 s: 0.9903, 2 s: 0.9904, 5 s: 0.9905, 10 s: 0.9905, 20 s: 0.9905
  saturated p_0..p_8 = 0.0099 0.9897 0.0004 0.0000 0.0000 0.0000 0.0000 0.0000 0.0000
  saturated mean = 0.9905 layers, variance = 0.0102 layers^2
  etch per cycle = 0.2476 nm
  simulated mean per cycle = 0.9908 layers
  height spread after 6 cycles: simulated 0.060 nm, predicted 0.062 nm
  p0/p1 = 0.01000, p2/p1 = 0.000373
[penetrating] k0 = 100.0 1/s, decay length = 0.25 nm, K = 100.0, a = 1.00
  mean layers at 0.5 s: 3.9785, 1 s: 4.4831, 2 s: 4.8534, 5 s: 5.0767, 10 s: 5.1041, 20 s: 5.1052
  saturated p_0..p_8 = 0.0000 0.0001 0.0032 0.0435 0.2166 0.3967 0.2673 0.0663 0.0060
  saturated mean = 5.1052 layers, variance = 1.0000 layers^2
  etch per cycle = 1.2763 nm
  simulated mean per cycle = 5.1057 layers
  height spread after 6 cycles: simulated 0.614 nm, predicted 0.612 nm
  large-K estimate 1/2 + ln(K)/a = 5.1052 layers
small-K check (a = 1): K = 0.01, mean = 0.00997 layers
mean of one layer at decay length 0.25 nm: k0 = 1.3859 1/s
  p_0..p_4 = 0.3092 0.4285 0.2185 0.0410 0.0028
no retreat (r = 0), k0 = 100 1/s, a = 1: mean layers at 10.0 s: 7.1653, 20.0 s: 7.8581, 40.0 s: 8.5512, 54.4 s: 8.8579
  gain for time factor exp(a) = 0.9998 layers
neighbour blocking on a ring of 400000 sites:
  k*t = 0.5: simulated coverage 0.2724, formula 0.2724
  k*t = 1: simulated coverage 0.3592, formula 0.3588
  k*t = 2: simulated coverage 0.4112, formula 0.4113
  k*t = inf: simulated coverage 0.4322, formula 0.4323
  etch per cycle at saturation = 0.1081 nm
```
